# Pauli reduction of the Breit operator and the share of Gaunt: a program that tests the result

```python
# Pauli reduction of the Breit operator (Hartree atomic units, r = r1-r2, n = r/|r|, s = sigma/2).
# Gaunt G = -a1.a2/r, gauge R = [a1.a2-(a1.n)(a2.n)]/(2r), Breit B = G+R (a = Dirac alpha).
# Claim, order c^-2, first order, positive-energy states:
#  G -> OOG+SOO+DIP+CON,  R -> [T1,[T2,r]]/(2c^2) (spin free),  OOG+R -> OO
#  OOG = -(p1.(1/r)p2+p2.(1/r)p1)/(2c^2) + pi delta/c^2,  OO = -(delta_ij+n_i n_j)/(2r) p1i p2j/c^2
#  SOO = [s1.(r x p2)-s2.(r x p1)]/(c^2 r^3), DIP = PV[s1.s2-3(s1.n)(s2.n)]/(c^2 r^3),
#  CON = -8 pi s1.s2 delta/(3c^2).
# Transition densities: P = f_a^+ p f_c, Pb = (p f_a)^+ f_c, J = (P+Pb)/2, m = f_a^+ s f_c.
import numpy as np, sympy as sp
from math import factorial
from scipy.constants import fine_structure as alpha, physical_constants
from scipy.special import lpmv, eval_legendre
from scipy.integrate import quad
eV = physical_constants['Hartree energy in eV'][0]
pi = np.pi
sig = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]], complex)
al = np.zeros((3, 4, 4), complex); al[:, :2, 2:] = sig; al[:, 2:, :2] = sig
beta = np.diag([1., 1, -1, -1])
eps = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[i, j, k] = 1; eps[i, k, j] = -1
dot = lambda u, v: (u * v).sum(0)

# ---- kernels, symbolic
x1 = sp.symbols('x1:4', real=True); x2 = sp.symbols('y1:4', real=True)
d = [u - v for u, v in zip(x1, x2)]; rs = sp.sqrt(sum(u**2 for u in d))
pt = dict(zip(x1 + x2, [sp.Rational(k, 7) for k in (3, -5, 9, 1, 4, -2)]))
for j in range(3):
    dv = sum(sp.diff((int(i == j) + d[i]*d[j]/rs**2)/(2*rs), x1[i]) for i in range(3))
    assert abs(dv.subs(pt).evalf(30)) < 1e-25
    for i in range(3):
        df = -sp.diff(rs, x1[i], x2[j])/2 - (int(i == j) - d[i]*d[j]/rs**2)/(2*rs)
        assert abs(df.subs(pt).evalf(30)) < 1e-25
u, v, ct = 0.4, 1.3, 0.35   # multipole series of r12
ser = sum(eval_legendre(l, ct)*(u**(l+2)/((2*l+3)*v**(l+1)) - u**l/((2*l-1)*v**(l-1))) for l in range(40))
assert abs(ser - np.sqrt(u*u + v*v - 2*u*v*ct)) < 1e-12

def sphere(nt, nf):
    c, w = np.polynomial.legendre.leggauss(nt); f = 2*pi*np.arange(nf)/nf
    C, F = [a.ravel() for a in np.meshgrid(c, f, indexing='ij')]; S = np.sqrt(1 - C*C)
    return np.array([S*np.cos(F), S*np.sin(F), C]), np.repeat(w, nf)*2*pi/nf, C, F

def dens(A, C):
    fa, ga, la = A; fc, gc, lc = C; o = {}
    sa = np.einsum('kst,tn->ksn', sig, fa); sc = np.einsum('kst,tn->ksn', sig, fc)
    o['rho'] = dot(fa.conj(), fc)
    o['P'] = -1j*np.einsum('sn,isn->in', fa.conj(), gc)
    o['Pb'] = 1j*np.einsum('isn,sn->in', ga.conj(), fc)
    o['J'] = (o['P'] + o['Pb'])/2
    o['m'] = np.einsum('sn,ksn->kn', fa.conj(), sc)/2
    dm = (np.einsum('jsn,ksn->jkn', ga.conj(), sc) + np.einsum('ksn,jsn->jkn', sa.conj(), gc))/2
    o['curl'] = np.einsum('ijk,jkn->in', eps, dm); o['divm'] = np.einsum('jjn->n', dm)
    o['divP'] = -1j*((ga.conj()*gc).sum((0, 1)) + dot(fa.conj(), lc))
    o['dT'] = (dot(fa.conj(), lc) - dot(la.conj(), fc))/2
    return o

# ---- random Gaussian spinors (c0+v.x)exp(-a x^2), c=1, general element <ab|.|cd>
rng = np.random.default_rng(7)
cr = lambda *s: rng.normal(size=s) + 1j*rng.normal(size=s)
orb = [(a, cr(2), cr(3, 2)) for a in (0.7, 0.8, 0.9, 0.5)]
def gauss(o, x):   # Gaussian factor is carried by the weights
    a, c0, vv = o; lin = vv.T @ x; L = c0[:, None] + lin
    return L, vv[:, :, None] - 2*a*x[:, None, :]*L[None], (4*a*a*dot(x, x) - 6*a)*L - 4*a*lin
def current4(A, C):
    pa, pc = [np.vstack([F[0], -0.5j*np.einsum('kst,ktn->sn', sig, F[1])]) for F in (A, C)]
    return np.einsum('an,kan->kn', pa.conj(), np.einsum('kab,bn->kan', al, pc))
Aa, Bb = orb[0][0] + orb[2][0], orb[1][0] + orb[3][0]; st = Aa + Bb; mu = Aa*Bb/st
hx, hw = np.polynomial.hermite.hermgauss(5)
Rg = np.array([a.ravel() for a in np.meshgrid(hx, hx, hx, indexing='ij')])/np.sqrt(st)
wR = np.einsum('i,j,k->ijk', hw, hw, hw).ravel()/st**1.5
nn, wn, _, _ = sphere(5, 10)
gx, gw = np.polynomial.legendre.leggauss(48)
n = np.tile(nn, (1, Rg.shape[1])); R0 = np.repeat(Rg, nn.shape[1], axis=1); w0 = np.outer(wR, wn).ravel()
S = {}
for r, wr in zip(4.5*(gx + 1), 4.5*gw):
    y1, y2 = R0 + Bb/st*r*n, R0 - Aa/st*r*n
    a, c, b, e = gauss(orb[0], y1), gauss(orb[2], y1), gauss(orb[1], y2), gauss(orb[3], y2)
    j1, j2, p, q = current4(a, c), current4(b, e), dens(a, c), dens(b, e)
    assert np.abs(j1 - p['J'] - p['curl']).max() < 1e-10*(1 + np.abs(j1).max())
    terms = dict(
        G=-dot(j1, j2)/r, R=(dot(j1, j2) - dot(j1, n)*dot(j2, n))/(2*r),
        JJ=-dot(p['J'], q['J'])/r, JM=-(dot(p['J'], q['curl']) + dot(p['curl'], q['J']))/r,
        MM=-dot(p['curl'], q['curl'])/r, DD=p['divm']*q['divm']/r,
        oog=-(dot(p['Pb'], q['P']) + dot(p['P'], q['Pb']))/(2*r),
        soo=(dot(p['m'], np.cross(n, q['P'], axis=0)) - dot(q['m'], np.cross(n, p['P'], axis=0)))/r**2,
        dip=(dot(p['m'], q['m']) - 3*dot(p['m'], n)*dot(q['m'], n))/r**3,
        oo=-(dot(p['P'], q['P']) + dot(p['P'], n)*dot(q['P'], n))/(2*r),
        comm=p['dT']*q['dT']*r/2)
    for k, val in terms.items():
        S[k] = S.get(k, 0) + (val*w0).sum()*wr*r*r*np.exp(-mu*r*r)
p, q = dens(gauss(orb[0], Rg), gauss(orb[2], Rg)), dens(gauss(orb[1], Rg), gauss(orb[3], Rg))
dl = pi*(p['rho']*q['rho']*wR).sum(); mm = (dot(p['m'], q['m'])*wR).sum(); con = -8*pi/3*mm
tol = 1e-9*max(abs(z) for z in S.values())
assert min(abs(dl), abs(con), abs(S['dip']), abs(S['soo']), abs(S['R'])) > 1e4*tol
for lhs, rhs in [(S['G'], S['oog'] + dl + S['soo'] + S['dip'] + con), (S['R'], S['comm']),
                 (S['G'] + S['R'], S['oo'] + S['soo'] + S['dip'] + con), (S['JJ'], S['oog'] + dl),
                 (S['JM'], S['soo']), (S['MM'], S['dip'] + con), (S['DD'] - 4*pi/3*mm, S['dip'])]:
    assert abs(lhs - rhs) < tol
print("alpha = %.10f, 1/alpha = %.6f, hartree = %.6f eV" % (alpha, 1/alpha, eV))
print("Random Gaussian spinors, exponents 0.7 0.8 0.9 0.5 bohr^-2, c=1, arbitrary units:")
for name, z in [('Gaunt 4c', S['G']), ('OOG without delta', S['oog']), ('pi delta', dl), ('SOO', S['soo']),
                ('DIP', S['dip']), ('CON', con), ('gauge 4c', S['R']), ('double commutator', S['comm']), ('OO', S['oo'])]:
    print("  %-18s %+.8f %+.8fi" % (name, z.real, z.imag))

# ---- hydrogenic orbitals in scaled units Z=1, c=1/zeta, zeta=Z*alpha
Nr = 660; t = np.linspace(np.log(1e-6), np.log(60.), Nr); h = t[1] - t[0]; rr = np.exp(t)
na, wa, CT, PH = sphere(5, 8); Na = len(wa)
X = (rr[None, :, None]*na[:, None, :]).reshape(3, -1); rX = np.repeat(rr, Na)
W = np.outer(rr**3*h, wa).ravel(); step = 1e-3*rX/(1 + rX)
Ylm, ls = [], []
for l in range(4):
    for m in range(-l, l + 1):
        k = abs(m); ls.append(l)
        Ylm.append(np.sqrt((2*l+1)/(4*pi)*factorial(l-k)/factorial(l+k))*lpmv(k, l, CT)*np.exp(1j*m*PH))
Yw = (np.array(Ylm)*wa).T; ls = np.array(ls, float); rc = rr[:, None]
kern = {'inv': [(1 + 0*ls, ls, -ls - 1)], 'lin': [(1/(2*ls+3), ls + 2, -ls - 1), (-1/(2*ls-1), ls, 1 - ls)]}
kern = {k: [(cf*4*pi/(2*ls+1), rc**a, rc**b) for cf, a, b in v] for k, v in kern.items()}
def segs(y):
    y = np.concatenate([y[:, :1], y, y[:, -1:]], 1)
    return h/24*(-y[:, :-3] + 13*y[:, 1:-2] + 13*y[:, 2:-1] - y[:, 3:])
def pair(f, g, kind='inv'):   # double integral of f(1).g(2) times 1/r12 or r12
    F = (f.reshape(-1, Nr, Na) @ Yw.conj())*rc**3; G = (g.reshape(-1, Nr, Na) @ Yw)*rc**3
    z = np.zeros_like(F[:, :1]); tot = 0
    for cf, ra, rb in kern[kind]:
        inn = np.concatenate([z, np.cumsum(segs(F*ra), 1)], 1)
        out = np.concatenate([np.cumsum(segs(F*rb)[:, ::-1], 1)[:, ::-1], z], 1)
        tot = tot + h*(cf*G*(rb*inn + ra*out)).sum()
    return tot
def derivs(fun):
    f = fun(X); g = []; lap = 0
    for i in range(3):
        dx = np.zeros_like(X); dx[i] = step; a, b = fun(X + dx), fun(X - dx)
        g.append((a - b)/(2*step)); lap = lap + (a + b - 2*f)/step**2
    return f, np.array(g), lap
def Y(l, m, u):
    if abs(m) > l: return 0j*u[0]
    if l == 0: return 0j*u[0] + 1/np.sqrt(4*pi)
    return np.sqrt(3/(4*pi))*u[2] + 0j if m == 0 else -m*np.sqrt(3/(8*pi))*(u[0] + 1j*m*u[1])
def omega(kap, m2, u):
    l = kap if kap > 0 else -kap - 1
    a, b = np.sqrt((l + m2/2 + .5)/(2*l+1)), np.sqrt((l - m2/2 + .5)/(2*l+1))
    cu, cd = (a, b) if kap < 0 else (-b, a)
    return np.array([cu*Y(l, (m2-1)//2, u), cd*Y(l, (m2+1)//2, u)])
def schr(key):
    nq, kap, m2 = key
    def fun(x):
        r = np.sqrt(dot(x, x))
        if nq == 1: R = 2*np.exp(-r)
        elif kap == -1: R = (1 - r/2)*np.exp(-r/2)/np.sqrt(2)
        else: R = r*np.exp(-r/2)/np.sqrt(24)
        return R*omega(kap, m2, x/r)
    o = derivs(fun); assert abs((abs(o[0])**2*W).sum() - 1) < 1e-8
    return o
def dirac(key, ze):
    nq, kap, m2 = key; c = 1/ze; gam = np.sqrt(kap*kap - ze*ze); nr = nq - abs(kap)
    xx = ze/(nr + gam); s = np.sqrt(1 + xx*xx); B = -c*xx*xx/(s*(1 + s)); A = B + 2*c; lam = np.sqrt(-A*B)
    a0, b0 = (1., -ze/(gam - kap)) if kap < 0 else (ze/(gam + kap), 1.)
    a1, b1 = (0, 0) if nr == 0 else np.linalg.solve([[gam+1+kap, -ze], [ze, gam+1-kap]],
                                                    [lam*a0 + A*b0, lam*b0 - B*a0])
    def fun(x):
        r = np.sqrt(dot(x, x)); u = x/r; e = r**(gam - 1)*np.exp(-lam*r); om = omega(kap, m2, u)
        som = np.array([u[2]*om[0] + (u[0] - 1j*u[1])*om[1], (u[0] + 1j*u[1])*om[0] - u[2]*om[1]])
        return np.vstack([e*(a0 + a1*r)*om, -1j*e*(b0 + b1*r)*som])
    f, g, _ = derivs(fun); nm = np.sqrt((abs(f)**2*W).sum()); f, g = f/nm, g/nm
    res = -1j*c*sum(al[k] @ g[k] for k in range(3)) + c*c*((beta - np.eye(4)) @ f) - f/rX - B*c*f
    assert np.sqrt((abs(res)**2*W).sum()) < 2e-5*c   # finite-difference error times c
    return f, g, np.array([al[k] @ f for k in range(3)]), B*c
q2 = np.sqrt(.5); su, sd = (1, -1, 1), (1, -1, -1)
states = {'1s2  1S0': [(1, su, sd)], '1s2s 3S1': [(1, su, (2, -1, 1))],
          '1s2s 1S0': [(q2, su, (2, -1, -1)), (-q2, sd, (2, -1, 1))], '1s2p 3P2': [(1, su, (2, -2, 3))],
          '1s2p 3P0': [(q2, su, (2, 1, -1)), (-q2, sd, (2, 1, 1))]}
keys = {o for s in states.values() for k in s for o in k[1:]}
def expect(elem):
    out = {}
    for nm, s in states.items():
        z = sum(C*D*(elem(a, b, c, e) - elem(a, b, e, c)) for C, a, b in s for D, c, e in s)
        assert abs(z.imag).max() < 1e-7
        out[nm] = z.real
    return out
so = {k: schr(k) for k in keys}; cache = {}
def tr(a, c):
    if (a, c) not in cache: cache[a, c] = dens(so[a], so[c])
    return cache[a, c]
def pauli_elem(a, b, c, e):   # OOG, gauge, SOO, DIP, CON, OO
    p, q = tr(a, c), tr(b, e); mm = (dot(p['m'], q['m'])*W).sum()
    return np.array([-(pair(p['Pb'], q['P']) + pair(p['P'], q['Pb']))/2 + pi*(p['rho']*q['rho']*W).sum(),
                     pair(p['dT'], q['dT'], 'lin')/2, -pair(p['curl'], q['P']) - pair(p['P'], q['curl']),
                     pair(p['divm'], q['divm']) - 4*pi/3*mm, -8*pi/3*mm,
                     -pair(p['P'], q['P']) - pair(p['divP'], q['divP'], 'lin')/2])
PA = expect(pauli_elem); cache.clear()
def four(ze, continuity=False):   # Gaunt, gauge (and gauge from energy differences), divided by zeta^2
    ob = {k: dirac(k, ze) for k in keys}; ch = {}
    def cur(a, c):
        if (a, c) not in ch:
            fa, ga, aa, ea = ob[a]; fc, gc, ac, ec = ob[c]
            ch[a, c] = ((fa.conj()[None]*ac).sum(1), (ga.conj()*ac + aa.conj()*gc).sum((0, 1)),
                        (ea - ec)*dot(fa.conj(), fc))
        return ch[a, c]
    def el(a, b, c, e):
        p, q = cur(a, c), cur(b, e)
        return np.array([-pair(p[0], q[0]), -pair(p[1], q[1], 'lin')/2,
                         ze*ze/2*pair(p[2], q[2], 'lin') if continuity else 0j])/ze**2
    return expect(el)
pG = {k: v[0] + v[2] + v[3] + v[4] for k, v in PA.items()}
pB = {k: v[5] + v[2] + v[3] + v[4] for k, v in PA.items()}
print("Pauli terms, units Z^3 alpha^2 hartree:  OOG  gauge  OO  SOO  DIP  CON")
for k, v in PA.items():
    assert abs(v[0] + v[1] - v[5]) < 2e-6
    print("  %s %+.6f %+.6f %+.6f %+.6f %+.6f %+.6f" % (k, v[0], v[1], v[5], v[2], v[3], v[4]))
P2, P0, S3, S0 = PA['1s2p 3P2'], PA['1s2p 3P0'], PA['1s2s 3S1'], PA['1s2  1S0']
assert abs(S0[4] - 0.25) < 1e-6 and abs(S0[[0, 1, 2, 3, 5]]).max() < 1e-6
assert abs(S3[0]) > 1e-4 and abs(S3[2:]).max() < 2e-6
assert abs(P2[3]) > 1e-5 and abs(P0[3] - 10*P2[3]) < 2e-6 and abs(P0[2] + 2*P2[2]) < 2e-6
assert abs(P2[[0, 1, 5]] - P0[[0, 1, 5]]).max() < 2e-6 and max(abs(P2[4]), abs(P0[4])) < 1e-7
print("3P0/3P2 ratios: SOO %.4f, DIP %.4f" % (P0[2]/P2[2], P0[3]/P2[3]))
fa_, fb_ = four(0.04), four(0.02)
print("Dirac, zeta=0.04,0.02 extrapolated to 0 vs Pauli (Z^3 alpha^2 hartree): G4c GP | B4c BP")
for k in states:
    ex = (4*fb_[k] - fa_[k])/3
    assert abs(ex[0] - pG[k]) < 3e-6 + 2e-5*abs(pG[k]) and abs(ex[1] - PA[k][1]) < 3e-6
    assert abs(ex[0] + ex[1] - pB[k]) < 4e-6 + 2e-5*abs(pB[k])
    print("  %s %+.6f %+.6f | %+.6f %+.6f" % (k, ex[0], pG[k], ex[0] + ex[1], pB[k]))
ratio = (fa_['1s2  1S0'][0] - 0.25)/(fb_['1s2  1S0'][0] - 0.25)
assert abs(ratio - 4) < 0.1
print("1s2 remainder ratio on doubling zeta: %.3f" % ratio)
print("Energies in hartree: Gaunt 4c, Gaunt Pauli | Breit 4c, Breit Pauli")
for Z in (10, 30, 50, 80):
    f4 = four(Z*alpha, Z == 80); sc = Z**3*alpha**2
    print("Z=%d: Z alpha = %.5f, Z^3 alpha^2 = %.6f hartree" % (Z, Z*alpha, sc))
    for k in states:
        if Z == 80: assert abs(f4[k][1] - f4[k][2]) < 2e-6
        if Z in (10, 80) or k in ('1s2  1S0', '1s2p 3P0'):
            print("  %s %+.6f %+.6f | %+.6f %+.6f" % (k, sc*f4[k][0], sc*pG[k], sc*(f4[k][0] + f4[k][1]), sc*pB[k]))
    if Z == 10:
        dd = f4['1s2p 3P0'] - f4['1s2p 3P2']; dp = pB['1s2p 3P0'] - pB['1s2p 3P2']
        print("  3P0-3P2 share, eV: Pauli %.5f, Gaunt 4c %.5f, Breit 4c %.5f" % (sc*dp*eV, sc*dd[0]*eV, sc*(dd[0] + dd[1])*eV))
        print("  1s2 Breit, eV: Pauli %.5f, 4c %.5f" % (sc*pB['1s2  1S0']*eV, sc*f4['1s2  1S0'][:2].sum()*eV))
    if Z == 80:
        print("  3S1 gauge, hartree: currents %.6f, energy differences %.6f" % tuple(sc*f4['1s2s 3S1'][1:]))

# ---- unprojected operator: coupling of ++ to -- states at zero momentum, r = 1 bohr
c = 1/alpha; nv = rng.normal(size=3); nv /= np.linalg.norm(nv); an = np.einsum('k,kab->ab', nv, al)
H = c*c*(np.kron(beta, np.eye(4)) + np.kron(np.eye(4), beta)) - (sum(np.kron(a, a) for a in al) + np.kron(an, an))/2
sh = (np.linalg.eigvalsh(H)[-4:] - 2*c*c)*c*c
sn = np.einsum('k,kab->ab', nv, sig); M = (sum(np.kron(a, a) for a in sig) + np.kron(sn, sn))/2
assert abs(sh - np.linalg.eigvalsh(M @ M)/4).max() < 1e-5 and abs(sh[-1] - 1) < 1e-5
r2 = quad(lambda k: k*(1 + k*k/4)**-4, 0, np.inf)[0]
assert abs(r2 - 2/3) < 1e-9
print("++ level shifts without projection, alpha^2 hartree, r=1 bohr: " + " ".join("%.4f" % abs(z) for z in sh))
print("<1/r12^2> of 1s2 = %.6f Z^2 bohr^-2; spurious term at Z=10: %.6f hartree" % (r2, r2*100*alpha**2))
print("done: every assertion held")
```

It prints:

```
alpha = 0.0072973526, 1/alpha = 137.035999, hartree = 27.211386 eV
Random Gaussian spinors, exponents 0.7 0.8 0.9 0.5 bohr^-2, c=1, arbitrary units:
  Gaunt 4c           -59.29913051 +23.11684399i
  OOG without delta  -5.47060158 +4.68433661i
  pi delta           +2.34134185 -5.63786741i
  SOO                -22.73034264 -5.72478469i
  DIP                +0.86928801 +5.46684564i
  CON                -34.30881615 +24.32831384i
  gauge 4c           +1.53898468 +0.29108210i
  double commutator  +1.53898468 +0.29108210i
  OO                 -1.59027506 -0.66244869i
Pauli terms, units Z^3 alpha^2 hartree:  OOG  gauge  OO  SOO  DIP  CON
  1s2  1S0 +0.000000 +0.000000 -0.000000 +0.000000 +0.000000 +0.250000
  1s2s 3S1 +0.003201 -0.003201 -0.000000 +0.000000 -0.000000 +0.000000
  1s2s 1S0 -0.003201 +0.003201 -0.000000 +0.000000 +0.000000 +0.049383
  1s2p 3P2 +0.033989 -0.009602 +0.024387 -0.021491 +0.002469 +0.000000
  1s2p 3P0 +0.033989 -0.009602 +0.024387 +0.042981 +0.024691 +0.000000
3P0/3P2 ratios: SOO -2.0000, DIP 10.0000
Dirac, zeta=0.04,0.02 extrapolated to 0 vs Pauli (Z^3 alpha^2 hartree): G4c GP | B4c BP
  1s2  1S0 +0.250000 +0.250000 | +0.250000 +0.250000
  1s2s 3S1 +0.003201 +0.003201 | +0.000000 -0.000000
  1s2s 1S0 +0.046182 +0.046182 | +0.049383 +0.049383
  1s2p 3P2 +0.014967 +0.014967 | +0.005365 +0.005365
  1s2p 3P0 +0.101661 +0.101661 | +0.092059 +0.092059
1s2 remainder ratio on doubling zeta: 4.002
Energies in hartree: Gaunt 4c, Gaunt Pauli | Breit 4c, Breit Pauli
Z=10: Z alpha = 0.07297, Z^3 alpha^2 = 0.053251 hartree
  1s2  1S0 +0.013334 +0.013313 | +0.013334 +0.013313
  1s2s 3S1 +0.000171 +0.000170 | -0.000000 -0.000000
  1s2s 1S0 +0.002466 +0.002459 | +0.002637 +0.002630
  1s2p 3P2 +0.000798 +0.000797 | +0.000286 +0.000286
  1s2p 3P0 +0.005430 +0.005414 | +0.004918 +0.004902
  3P0-3P2 share, eV: Pauli 0.12562, Gaunt 4c 0.12604, Breit 4c 0.12604
  1s2 Breit, eV: Pauli 0.36226, 4c 0.36283
Z=30: Z alpha = 0.21892, Z^3 alpha^2 = 1.437787 hartree
  1s2  1S0 +0.364693 +0.359447 | +0.364693 +0.359446
  1s2p 3P0 +0.150177 +0.146167 | +0.136363 +0.132361
Z=50: Z alpha = 0.36487, Z^3 alpha^2 = 6.656419 hartree
  1s2  1S0 +1.735337 +1.664105 | +1.735337 +1.664104
  1s2p 3P0 +0.731419 +0.676700 | +0.667479 +0.612784
Z=80: Z alpha = 0.58379, Z^3 alpha^2 = 27.264693 hartree
  1s2  1S0 +7.686667 +6.816174 | +7.686667 +6.816170
  1s2s 3S1 +0.103247 +0.087267 | -0.009876 -0.000001
  1s2s 1S0 +1.526980 +1.259138 | +1.640103 +1.346404
  1s2p 3P2 +0.430359 +0.408077 | +0.166813 +0.146276
  1s2p 3P0 +3.450713 +2.771765 | +3.191287 +2.509963
  3S1 gauge, hartree: currents -0.113123, energy differences -0.113123
++ level shifts without projection, alpha^2 hartree, r=1 bohr: 0.0000 0.2500 0.2500 1.0000
<1/r12^2> of 1s2 = 0.666667 Z^2 bohr^-2; spurious term at Z=10: 0.003550 hartree
done: every assertion held
```
